# Why a sharp metal corner has infinite current density but finite resistance

Anyone who computes the resistance of an interconnect line with a right-angle bend must decide what to do about the inner corner. As the mesh is refined, the largest current density in the output keeps growing. One could refine until it settles, round the corner by hand, or ignore it. The choice depends on what is wanted. For an ideally sharp corner the peak current density has no limit to settle to, while the resistance converges to a definite number. If the resistance is the goal, the sharp corner may stay. If the peak current density is the goal, the drawing lacks a necessary length: the radius of the real corner, or the distance below which Ohm's law fails.

The model is a film of uniform thickness $t$ and resistivity $\rho$, carrying direct current with $\rho\mathbf J=-\nabla\phi$ at every point. The side walls are insulating and vertical, so the problem is two-dimensional. The angle of a corner is measured through the metal. The inner corner of a right-angle bend therefore has 270 degrees of metal around 90 degrees of insulator, and the outer corner has 90 degrees of metal.

## What the corner does to the field

Steady current has $\nabla\cdot\mathbf J=0$, hence $\nabla^2\phi=0$. No current crosses a wall, so the normal derivative of $\phi$ vanishes there. Use polar coordinates about a corner of metal angle $\alpha$, with $\theta=0$ and $\theta=\alpha$ on the walls. Inserting $\phi=f(r)g(\theta)$ into Laplace's equation gives

$$g''=-\lambda^2 g,\qquad r^2f''+rf'-\lambda^2 f=0 .$$

The wall conditions $g'(0)=g'(\alpha)=0$ select $g=\cos\lambda\theta$ with $\lambda=n\pi/\alpha$. The radial solutions are $r^{\lambda}$ and $r^{-\lambda}$, or a constant and $\ln r$ when $n=0$.

The logarithm gives a radial current density proportional to $1/r$, which carries a net current out of the corner. There is no source there, so it is excluded. A term $r^{-\lambda}$ gives $J\propto r^{-\lambda-1}$, and its power contains $\int r^{-2\lambda-1}dr$, which diverges at $r=0$. Since a current pattern of finite power exists, as shown below, and the true flow has the least power, these terms are excluded too. What remains is

$$\phi=\phi_c+\sum_{n\ge1}A_n r^{n\pi/\alpha}\cos\frac{n\pi\theta}{\alpha}.$$

For $\alpha=3\pi/2$ the first term is $A_1r^{2/3}\cos(2\theta/3)$. Its two current components are

$$J_r=-\frac{2A_1}{3\rho}r^{-1/3}\cos\frac{2\theta}{3},\qquad
J_\theta=\frac{2A_1}{3\rho}r^{-1/3}\sin\frac{2\theta}{3}.$$

The squares of sine and cosine add to one, so $|\mathbf J|=(2|A_1|/3\rho)\,r^{-1/3}$ in every direction. At the outer corner $\alpha=\pi/2$, the first term is $r^2$, and $J$ vanishes in proportion to $r$.

The exponent belongs to the angle alone. The amplitude $A_1$ is set by the rest of the conductor, and if it happens to be zero the divergence is absent. It is nonzero when current is driven round the bend, as the solution below shows.

## Why the power stays finite

The power per unit volume is $\rho J^2\propto r^{-2/3}$, which diverges. The power in a small sector, however, is this density times an area, and a ring of width $dr$ has an area proportional to $r\,dr$:

$$P(r)\propto\int_0^r r'^{-2/3}\,r'\,dr'=\int_0^r r'^{1/3}dr'=\tfrac34 r^{4/3}.$$

The area shrinks faster than the power density grows. The same can be seen from current and voltage. On the bisector of the corner, $\theta=3\pi/4$, the flow is purely tangential. The current crossing the bisector within distance $r$ is proportional to $\int_0^r r'^{-1/3}dr'$, that is, to $r^{2/3}$. The potential difference between the two walls at distance $r$ also scales as $r^{2/3}$. Their product scales as $r^{4/3}$. No finite current passes through the corner point, and no finite voltage is dropped across it.

For a general metal angle, $J\propto r^{\pi/\alpha-1}$ and the power inside $r$ scales as $r^{2\pi/\alpha}$. The extreme case is a thin slit ending inside the metal, with $\alpha=2\pi$. There $J\propto r^{-1/2}$, and the power inside $r$ scales as $r$, still finite.

A point contact is different. If a current $I$ is injected at a point of a wide film, conservation requires $J=I/(2\pi rt)$, and the power contains $\int dr/r$, which diverges logarithmically. Infinite current density alone therefore does not decide the matter. In two dimensions, $J\propto r^{-p}$ has finite power near the point if $p<1$. A corner satisfies this condition; a point source does not.

## A bound on the resistance without solving for the field

Let the ends of the conductor be equipotentials, and let $\mathbf J$ be the true flow of total current $I$. Take any other divergence-free flow $\mathbf J+\mathbf d$ with the same total current and no flow through the side walls. Its power is

$$P'=\rho t\int(J^2+2\mathbf J\cdot\mathbf d+d^2)\,dA .$$

Because $\rho\mathbf J=-\nabla\phi$ and $\nabla\cdot\mathbf d=0$, the middle term is

$$-2t\int\nabla\phi\cdot\mathbf d\,dA=-2t\oint\phi\,\mathbf d\cdot\mathbf n\,ds=0 .$$

The side walls contribute nothing since $\mathbf d\cdot\mathbf n=0$ there. On each end $\phi$ is constant and $\mathbf d$ carries no net current. Thus $P'\ge P$: the true flow dissipates least.

Now take a bend of two arms of equal width $w$. Put the inner corner at the origin, one arm at $0<y<w$ running to the right, and the other at $-w<x<0$ running downward. The arms meet in a corner square. Let $J_0=I/(wt)$. As a trial flow, send the current straight to the left until it meets the diagonal $y=-x$ of the corner square, then straight down. With the normal $\mathbf n=(-1,-1)/\sqrt2$, the normal component is $J_0/\sqrt2$ on both sides of the diagonal, so current is conserved.

The trial flow has $|\mathbf J|=J_0$ everywhere. A straight piece of length $w$, one "square", has the sheet resistance $R_s=\rho/t$ and dissipates $I^2R_s$. The trial flow dissipates this same power in the corner square. If the arm lengths $L_1$ and $L_2$ are measured from the inner corner, we may write

$$R=R_s\left(\frac{L_1+L_2}{w}+c\right),\qquad c\le1 .$$

The resistance is finite before anything is known about the singular field. The bound also shows that the crowding is no extra obstacle imposed on an otherwise uniform flow. The true flow, with its infinite peak, costs no more power than the trial flow with no peak at all.

## The bend solved exactly

A conformal map carries solutions of Laplace's equation into one another and preserves the condition at insulating walls. Let $z=x+iy$, and map the upper half of the $\zeta$ plane onto the bend by

$$\frac{dz}{d\zeta}=\frac{w}{\pi\zeta}\sqrt{\frac{\zeta-1}{\zeta+1}},\qquad z(1)=0 .$$

Near $\zeta=1$, $z\propto(\zeta-1)^{3/2}$, which opens the straight angle $\pi$ to $3\pi/2$: the inner corner. Near $\zeta=-1$, $z$ changes as $(\zeta+1)^{1/2}$, which closes it to $\pi/2$: the outer corner. For large $\zeta$, $dz\approx(w/\pi)d\zeta/\zeta$, and a half circle from positive to negative $\zeta$ changes $z$ by $iw$, the width of the horizontal arm. For small $\zeta$ the root tends to $i$, and the same half circle changes $z$ by $-w$, the width of the vertical arm.

The function $W=\ln\zeta/\pi$ has constant imaginary part on each wall, so no current crosses the walls. Its real part is the potential in units of $IR_s$: far along an arm it changes by one per length $w$. The current density follows from

$$\frac{J}{J_0}=w\left|\frac{dW/d\zeta}{dz/d\zeta}\right|=\left|\frac{\zeta+1}{\zeta-1}\right|^{1/2}.$$

It tends to one in both arms, vanishes at the outer corner and diverges at the inner one.

On the inner wall of the horizontal arm, $\zeta$ runs from 1 to infinity. Put $q=J_0/J$. Then $q^2(\zeta+1)=\zeta-1$, so

$$\zeta=\frac{1+q^2}{1-q^2},\qquad
\frac{d\zeta}{\zeta}=\left(\frac{2q}{1+q^2}+\frac{2q}{1-q^2}\right)dq=\frac{4q\,dq}{1-q^4}.$$

Since $dr=(w/\pi)\,q\,d\zeta/\zeta$, the distance from the corner is

$$\frac rw=\frac1\pi\int_0^q\frac{4s^2}{1-s^4}ds=\frac1\pi\int_0^q\left(\frac{2}{1-s^2}-\frac{2}{1+s^2}\right)ds
=\frac2\pi(\operatorname{artanh}q-\arctan q).$$

The potential measured from the corner, in units of $IR_s$, is

$$V=\frac{\ln\zeta}{\pi}=\frac2\pi\operatorname{artanh}q^2 .$$

**Close to the corner** $q$ is small. The linear and fifth-order terms of the two functions cancel, leaving $\operatorname{artanh}q-\arctan q=\tfrac23q^3+\tfrac27q^7+\dots$. To leading order $r/w=4q^3/(3\pi)$, hence

$$\frac{J}{J_0}=K\left(\frac wr\right)^{1/3},\qquad K=\left(\frac{4}{3\pi}\right)^{1/3}=0.7515 .$$

To find the next term, call the leading solution $q_0=(3\pi r/4w)^{1/3}$. Then $q^3(1+\tfrac37q^4)=q_0^3$, which gives $q\approx q_0(1-q_0^4/7)$. The wall current density is larger than the leading law by the relative amount $q_0^4/7$.

The power follows by integrating the leading law over the sector of angle $3\pi/2$:

$$P(r)=\rho tK^2J_0^2w^{2/3}\,\frac{3\pi}{2}\int_0^r r'^{1/3}dr'
=\frac{9\pi}{8}K^2\,\rho tJ_0^2\,w^{2/3}r^{4/3}.$$

Since $I^2R_s=(J_0wt)^2\rho/t=\rho tJ_0^2w^2$,

$$\frac{P(r)}{I^2R_s}=\frac{9\pi}{8}K^2\left(\frac rw\right)^{4/3}=1.996\left(\frac rw\right)^{4/3}.$$

This power law is more accurate than the law for $J$. Reflection in the diagonal exchanges the arms and reverses $\phi-\phi_c$, which removes the terms with even $n$. The next term is $n=3$, with $\lambda=2$. Different angular terms do not mix in the power, so the correction is the square of the wall correction $q_0^4/7$, times the ratio $(2/3)/2=1/3$ of the exponents $\lambda$ that arises in the radial integrals. The relative correction is $q_0^8/147$, about 1% at $r=w/2$.

**Far from the corner** $q\to1$, and

$$V-\frac rw=\frac2\pi\left[\frac12\ln\frac{1+q^2}{(1+q)^2}+\arctan q\right]\to\frac2\pi\left(-\frac{\ln2}{2}+\frac\pi4\right)=\frac12-\frac{\ln2}{\pi}.$$

Here the two inverse hyperbolic tangents were combined with $\operatorname{artanh}u=\tfrac12\ln[(1+u)/(1-u)]$. The quantity on the right is the excess resistance of one arm, in squares. The other arm has the same excess by symmetry, so

$$c=1-\frac{2\ln2}{\pi}=0.5587 .$$

How much the bend adds depends on the reference. Compared with its two arms alone, the bend adds 0.559 squares. Compared with a straight line of the same centreline length, which counts the corner square as one, it has 0.441 squares less.

The result requires arms long enough for the flow to become uniform. From $\zeta=e^{\pi V}$, the wall excess at large distance is $J/J_0-1\approx e^{-\pi V}$, which falls by $e^{\pi}\approx23$ per width. One width from the corner it is already 1.8%. Two bends closer together than about a width disturb each other, and their values of $c$ cannot simply be added.

## What a mesh sees

Least-power arguments also give a numerical bracket that does not use the map. By the principle above, a resistor network built from trial currents gives too high a resistance. For the other side, fix the voltage $U$ between the ends and take a trial potential $\phi+\chi$ with $\chi=0$ on both ends. Its power is $(t/\rho)\int|\nabla\phi+\nabla\chi|^2dA$. Since $\nabla^2\phi=0$, the cross term equals $(2t/\rho)\oint\chi\,\nabla\phi\cdot\mathbf n\,ds$, which vanishes because $\chi=0$ on the ends and $\nabla\phi\cdot\mathbf n=0$ on the side walls. The trial power is therefore at least the true power $U^2/R$, so a network built from trial potentials gives too low a resistance. Replacing the power inside each cell by that of its resistors can only overestimate the trial power, so both bounds survive this step. For arms of length $2w$ the bounds on $c$ were:

| Cells per width | Lower | Upper |
|---|---|---|
| 24 | 0.55397 | 0.56368 |
| 48 | 0.55682 | 0.56068 |
| 96 | 0.55797 | 0.55950 |

The formula lies inside each bracket. Every halving of the cell size $h$ narrows the bracket by a factor of about 2.5, which is $2^{4/3}$. This is the scaling of the power in a corner region of size $h$, where the mesh cannot follow the field. Extrapolating with this power of $h$ gives 0.5587 from both networks.

The finest network also tests the local power. Inside $r=w/4$ it gives 0.3141 squares against 0.3144 from the leading formula; inside $r=w/2$, 0.7998 against 0.7921. The second difference has the sign and size of the 1% correction derived above, although the stepped edge of the numerical circle may contribute as well.

On such a uniform mesh, the resistance error thus falls as $h^{4/3}$. A current density sampled at a fixed number of cells from the corner instead grows as $h^{-1/3}$, by about 26% for each halving of $h$. Quoting that value as a peak means quoting the mesh.

## A copper line in numbers

Take a wide upper-level copper line with round, rough typical parameters: $w=1000$ nm, $t=500$ nm, $\rho=2.0$ $\mu\Omega\,$cm at 300 K, and $J_0=1$ MA/cm². Each arm is 10 µm long. Then

$$R_s=\frac{2.0\times10^{-6}\ \Omega\,\text{cm}}{5\times10^{-5}\ \text{cm}}=40\ \text{m}\Omega,\qquad
R=40\,(20+0.5587)\ \text{m}\Omega=822\ \text{m}\Omega .$$

The bend adds 22.3 mΩ to its arms, and the line has 17.7 mΩ less than a straight one of equal centreline length. The current is 5.00 mA, so one straight square dissipates 1.00 µW.

| $r$ (nm) | $J/J_0$ on the wall | Power inside $r$ (nW) |
|---|---|---|
| 1 | 7.5 | 0.20 |
| 10 | 3.5 | 4.3 |
| 100 | 1.65 | 93 |

Going inward by a factor of ten eventually raises the current density by $10^{1/3}\approx2.2$, but cuts the enclosed power by $10^{4/3}\approx22$. At 100 nm the leading law gives 1.62 instead of 1.65, the 2% shortfall expected from $q_0^4/7$. At one width it fails altogether: it gives 0.75, while the full solution gives 1.02.

The row at 1 nm is a statement about the model, not about copper. With a free-electron density of $8.5\times10^{22}$ cm⁻³, the assumed resistivity corresponds to an electron mean free path of about 33 nm. At shorter distances the current no longer follows the local field, and the $r^{-1/3}$ law loses its basis. One mean free path from the corner the model gives $J/J_0=2.4$. The power it assigns to the region inside is 0.021 squares, or 0.8 mΩ: about 4% of $c$ and 0.1% of the total resistance. This indicates the size of the uncertainty; it is not a bound on the error.

A real corner is also rounded. Filling the tip of the insulating wedge with metal lowers the resistance. Networks with fillets of radius $0.125w$ and $0.25w$ gave drops in $c$ of 0.031 and 0.078 squares, an exponent of 1.35, close to $4/3$. The fillets were drawn in steps on the square mesh, which makes these drops too small by about 4% and 2%: with true circular arcs they are 0.032 and 0.080 squares, and the exponent is 1.33. Scaled down with $4/3$, an assumed radius of 50 nm lowers $c$ by about 0.009 squares, or 0.4 mΩ. Rounding hardly matters for the resistance, yet it removes the infinite peak.

Larger corrections act on the whole line. With the bulk-copper temperature coefficient of 0.39% per kelvin, going from 300 K to 378 K raises the resistance by 30%. That coefficient belongs to a resistivity near 1.7 $\mu\Omega\,$cm; if the excess up to 2.0 $\mu\Omega\,$cm comes from temperature-independent scattering, the rise is nearer 26%. Diffuse scattering at the surfaces has a scale of 3.7%, estimated as $\tfrac38\ell(1/w+1/t)$ with mean free path $\ell$, unless the chosen resistivity already includes it. To the extent that such effects are uniform, they change $R_s$ and leave $c$ alone. Self-heating through an assumed 1000 nm of oxide, with heat flowing straight down, is about 0.7 K, or 0.3% in resistance. The Hall angle in the line's own magnetic field is only of order $10^{-5}$ and can be neglected.

The separation of scales is what makes the sharp-corner model useful here: the mean free path is some thirty times smaller than the width. In a line a few tens of nanometres wide the two are comparable, the whole corner square lies in the region where local Ohm's law is doubtful, and 0.559 squares is no longer a justified value. Grain structure and liner layers are also left out, and a large grain boundary at the bend could change its resistance in a way this model cannot estimate.

For a line that is wide compared with both the mean free path and the corner radius, with arms longer than about a width, the sharp corner can therefore stay in a resistance calculation. If an assessment of electromigration, the displacement of metal atoms by the current, uses the peak current density at the corner, it needs more: that value has meaning only with a stated radius or averaging length, and the sharp drawing supplies neither. The numerical output below gives the values to more digits.

## Table of computed values

```
potential exponent, 270-degree metal: 0.6667
potential exponent, 90-degree metal: 2.0000
crowding amplitude (4/(3 pi))^(1/3): 0.7515
power coefficient: 1.9960 squares
bend constant c, formula: 0.55873 squares
bend constant c, quadrature: 0.55873 squares
network bounds on c, 24 cells per width: 0.55397 to 0.56368
network bounds on c, 48 cells per width: 0.55682 to 0.56068
network bounds on c, 96 cells per width: 0.55797 to 0.55950
extrapolated c, lower and upper networks: 0.55872, 0.55872
power inside r = 0.25 w: network 0.3141, formula 0.3144 squares
power inside r = 0.50 w: network 0.7998, formula 0.7921 squares
width 1000 nm, thickness 500 nm, arms 10 um each
resistivity 2.0 microohm cm, J0 1.0 MA/cm2
current: 5.00 mA
sheet resistance: 40.0 milliohm per square
power of one straight square: 1.000 uW
resistance added to the two arms: 22.35 milliohm
change from equal centreline length: -17.65 milliohm
total resistance: 822.35 milliohm
J/J0 on wall at r = 0.001 nm: full 75.150, limit law 75.150
J/J0 on wall at r = 1 nm: full 7.515, limit law 7.515
J/J0 on wall at r = 10 nm: full 3.492, limit law 3.488
J/J0 on wall at r = 100 nm: full 1.652, limit law 1.619
J/J0 on wall at r = 1000 nm: full 1.018, limit law 0.752
inside r = 1 nm: 0.000200 squares, 0.1996 nW
inside r = 10 nm: 0.004300 squares, 4.3003 nW
inside r = 100 nm: 0.092646 squares, 92.6463 nW
electron density used: 8.50e+22 per cm3
electron mean free path: 32.9 nm
J/J0 on wall at one mean free path: 2.36
power inside one mean free path: 0.0210 squares
surface scattering scale, diffuse walls: 3.7 %
drop of c, fillets 0.125 w and 0.25 w: 0.0306, 0.0782 squares
fillet exponent from these drops: 1.35
drop of c for 50 nm rounding, scaled: 0.0090 squares
temperature coefficient used: 0.39 % per K
resistance rise from 300 K to 378 K: 30 %
oxide below line: 1000 nm, 1.4 W/(m K)
self-heating scale: 0.71 K, resistance 0.28 %
own magnetic field scale: 2.09 mT
Hall angle scale: 7.7e-06 rad
```
